# One s Gaussian for the hydrogen atom: exponent, energy and virial ratio

## Problem

An electron of mass $m$ and charge $-e$ moves in the field of a proton held fixed at the origin. In Gaussian units, without relativistic terms, the Hamiltonian is

$$H=-\frac{\hbar^2}{2m}\nabla^2-\frac{e^2}{r}.$$

Approximate the ground state by a single s Gaussian centred on the proton,

$$\psi(r)=N e^{-\alpha r^2},\qquad \alpha>0,$$

where $N$ is real and normalizes $\psi$, and $\alpha$ is the one adjustable parameter.

(a) Find the energy $E(\alpha)=\langle\psi|H|\psi\rangle$.

(b) Find the exponent that minimizes it, and the minimum energy.

(c) Find the virial ratio $\langle V\rangle/\langle T\rangle$ at the minimum, where $T$ and $V$ are the kinetic and potential parts of $H$. What does its value say about the quality of $\psi$?

(d) Compare the result with the exact ground state of $H$.

The natural length is the Bohr radius $a_0=\hbar^2/(me^2)$. The natural energy is the hartree, $e^2/a_0=\hbar^2/(ma_0^2)$; the two forms are equal by the definition of $a_0$.

## First estimate by scaling

The exponent has the dimension of an inverse length squared, so $\eta=\sqrt\alpha$ is an inverse length and $1/\eta$ measures the size of the electron cloud. An electron confined to that size has a momentum of order $\hbar\eta$ and sits at a distance of order $1/\eta$ from the proton. With all unknown numerical factors set to one,

$$E_{\rm est}(\eta)=\frac{\hbar^2\eta^2}{2m}-e^2\eta .$$

The derivative $\hbar^2\eta/m-e^2$ vanishes at $\eta=me^2/\hbar^2=1/a_0$. The estimate is therefore

$$\alpha\approx\frac{1}{a_0^2},\qquad E\approx\frac{e^2}{2a_0}-\frac{e^2}{a_0}=-\frac12\,\frac{e^2}{a_0},\qquad \frac{\langle V\rangle}{\langle T\rangle}\approx-2 .$$

To see which of these three numbers can be trusted, we restore the factors. Take any real, normalizable shape $f$ with finite kinetic and potential energy, and use $f(\eta\mathbf r)$ as an unnormalized trial function. Substitute $\mathbf x=\eta\mathbf r$ in the integrals. Each gradient brings a factor $\eta$, the potential $1/r$ becomes $\eta/x$, and the volume factors cancel between numerator and denominator. Hence

$$\langle T\rangle=A\,\frac{\hbar^2\eta^2}{m},\qquad \langle V\rangle=-B\,e^2\eta, \tag{1}$$

$$A=\frac{\int|\nabla f|^2\,d^3x}{2\int f^2\,d^3x},\qquad B=\frac{\int (f^2/x)\,d^3x}{\int f^2\,d^3x}.$$

Here $\langle T\rangle$ has been written with $|\nabla f|^2$, a form justified below. The numbers $A$ and $B$ depend on the shape but not on its size. Setting the derivative of $\langle T\rangle+\langle V\rangle$ to zero gives $2A\hbar^2\eta/m=Be^2$, so that

$$\eta_*=\frac{B}{2A}\,\frac1{a_0},\qquad E_*=\left(\frac{B^2}{4A}-\frac{B^2}{2A}\right)\frac{e^2}{a_0}=-\frac{B^2}{4A}\,\frac{e^2}{a_0}. \tag{2}$$

The exponent and the energy depend on $A$ and $B$, so the estimate gives them only in order of magnitude. The virial ratio does not. Multiplying the stationarity condition $dE/d\eta=0$ by $\eta$ gives

$$\eta\frac{dE}{d\eta}=2\langle T\rangle+\langle V\rangle=0, \tag{3}$$

because $\langle T\rangle$ is quadratic and $\langle V\rangle$ linear in $\eta$. The ratio $-2$ thus holds for every shape whose scale has been optimized. This argument needs a potential proportional to $1/r$ and a scaling about the proton. With a different power of $r$ the number would change.

## Solution for the Gaussian

### Integrals

All the integrals follow from two. In plane polar coordinates,

$$\left(\int_{-\infty}^{\infty}e^{-br^2}dr\right)^2=2\pi\int_0^\infty \rho\, e^{-b\rho^2}d\rho=\frac{\pi}{b},$$

so the integral from $0$ to $\infty$ is $\tfrac12\sqrt{\pi/b}$. Each application of $-d/db$ brings down a factor $r^2$:

$$\int_0^\infty r^2e^{-br^2}dr=\frac{\sqrt\pi}{4b^{3/2}},\qquad \int_0^\infty r^4e^{-br^2}dr=\frac{3\sqrt\pi}{8b^{5/2}}.$$

For odd powers, direct integration and one application of $-d/db$ give

$$\int_0^\infty r\,e^{-br^2}dr=\frac1{2b},\qquad \int_0^\infty r^3e^{-br^2}dr=\frac1{2b^2}.$$

The density contains $\psi^2$, so $b=2\alpha$ throughout.

### Normalization

$$1=4\pi N^2\int_0^\infty r^2e^{-2\alpha r^2}dr=4\pi N^2\frac{\sqrt\pi}{4(2\alpha)^{3/2}}=N^2\left(\frac{\pi}{2\alpha}\right)^{3/2},$$

and therefore $N^2=(2\alpha/\pi)^{3/2}$.

### Kinetic energy

From $\nabla\cdot(\psi\nabla\psi)=|\nabla\psi|^2+\psi\nabla^2\psi$ and the divergence theorem,

$$-\int\psi\nabla^2\psi\,d^3r=\int|\nabla\psi|^2d^3r .$$

The surface term at infinity vanishes because $\psi\nabla\psi$ decays as a Gaussian. With $d\psi/dr=-2\alpha r\psi$,

$$\langle T\rangle=\frac{\hbar^2}{2m}\,4\pi N^2\,4\alpha^2\int_0^\infty r^4e^{-2\alpha r^2}dr
=\frac{\hbar^2}{2m}\,\frac{6\pi^{3/2}\alpha^2N^2}{(2\alpha)^{5/2}} .$$

Inserting $N^2=(2\alpha)^{3/2}/\pi^{3/2}$ leaves $6\alpha^2/(2\alpha)=3\alpha$ in the last fraction, so

$$\langle T\rangle=\frac{3\hbar^2\alpha}{2m}. \tag{4}$$

### Potential energy

The volume element supplies $r^2$ and the potential removes one power of $r$:

$$\langle V\rangle=-4\pi e^2N^2\int_0^\infty r\,e^{-2\alpha r^2}dr=-4\pi e^2N^2\,\frac1{4\alpha}=-e^2\,\frac{\pi}{\alpha}\left(\frac{2\alpha}{\pi}\right)^{3/2}.$$

Since $\pi/\alpha=2\,(2\alpha/\pi)^{-1}$,

$$\langle V\rangle=-2e^2\sqrt{\frac{2\alpha}{\pi}}. \tag{5}$$

The answer to (a) is the sum

$$E(\alpha)=\frac{3\hbar^2\alpha}{2m}-2e^2\sqrt{\frac{2\alpha}{\pi}} .$$

For small $\alpha$ the square root dominates and $E$ approaches zero from below: the cloud is spread out and barely bound. For large $\alpha$ the linear term dominates and the cost of confinement makes $E$ positive.

### Minimum

In terms of $\eta=\sqrt\alpha$ the energy is a quadratic. We look for $\eta_0$ such that

$$E=\frac{3\hbar^2}{2m}\left(\eta^2-2\eta_0\eta\right).$$

Comparison of the linear terms requires $3\hbar^2\eta_0/m=2e^2\sqrt{2/\pi}$, that is,

$$\eta_0=\frac23\sqrt{\frac2\pi}\,\frac{me^2}{\hbar^2}=\frac23\sqrt{\frac2\pi}\,\frac1{a_0}.$$

Completing the square gives

$$E=\frac{3\hbar^2}{2m}(\eta-\eta_0)^2-\frac{3\hbar^2}{2m}\eta_0^2 . \tag{6}$$

The first term is never negative and vanishes at $\eta=\eta_0$ alone, so this is the global minimum. Squaring $\eta_0$ gives the optimal exponent,

$$\alpha_0=\frac49\cdot\frac2\pi\,\frac1{a_0^2}=\frac{8}{9\pi a_0^2}, \tag{7}$$

and the last term of (6) gives the minimum energy,

$$E_0=-\frac{3\hbar^2}{2m}\,\frac{8}{9\pi a_0^2}=-\frac{4}{3\pi}\,\frac{\hbar^2}{ma_0^2}=-\frac{4}{3\pi}\,\frac{e^2}{a_0}. \tag{8}$$

Differentiation with respect to $\alpha$ agrees. The condition $3\hbar^2/(2m)=e^2\sqrt{2/(\pi\alpha)}$ gives $\sqrt\alpha=\eta_0$ again.

### Numbers and virial ratio

In atomic units, where $\hbar=m=e=1$, the exponent is $\alpha_0=0.282942$ bohr$^{-2}$ and $\eta_0=0.531923$ bohr$^{-1}$. Equations (4) and (5) then give, in hartree,

$$\langle T\rangle=1.5\times0.282942=0.4244,$$

$$\langle V\rangle=-2\sqrt{2/\pi}\times0.531923=-0.8488,$$

$$E_0=0.4244-0.8488=-0.4244 .$$

In other units, $\alpha_0=1.010$ Å$^{-2}$ and $E_0=-11.55$ eV. The virial ratio is $-0.8488/0.4244=-2.000$, as (3) requires.

Away from the minimum, dividing (5) by (4) gives a ratio proportional to $1/\sqrt\alpha$. Since it equals $-2$ at $\alpha_0$,

$$\frac{\langle V\rangle}{\langle T\rangle}=-2\sqrt{\frac{\alpha_0}{\alpha}} . \tag{9}$$

| $\alpha$ (bohr$^{-2}$) | $E$ (hartree) | $\langle V\rangle/\langle T\rangle$ |
|---|---|---|
| 0.1000 | −0.3546 | −3.364 |
| 0.2000 | −0.4136 | −2.379 |
| 0.2829 | −0.4244 | −2.000 |
| 0.5000 | −0.3784 | −1.505 |
| 1.0000 | −0.0958 | −1.064 |

A ratio below $-2$ marks a cloud that is too diffuse, and a ratio above $-2$ one that is too compact. Near the minimum the ratio is more sensitive than the energy: by (6) the energy changes in second order in $\eta-\eta_0$, by (9) the ratio changes in first order. At $\alpha=0.2$ the energy is only 0.0108 hartree above its minimum, while the ratio is already $-2.379$.

Equation (9) can also be solved for $\alpha_0$, so that one calculation at a poor exponent suffices to find the best one. From the row $\alpha=0.5$,

$$\alpha_0=\alpha\left(\frac{\langle V\rangle}{2\langle T\rangle}\right)^2=0.5\times\left(\frac{1.5045}{2}\right)^2=0.283\ \text{bohr}^{-2}.$$

## Comparison

### The exact ground state and the lower bound

Part (d) needs the exact ground-state energy of $H$. Let $\psi$ be any real, normalized, smooth function that decays at infinity, and let $\hat{\mathbf r}$ be the radial unit vector. The integral of a square cannot be negative:

$$0\le\int\left|\nabla\psi+\frac{\hat{\mathbf r}}{a_0}\psi\right|^2d^3r
=\int|\nabla\psi|^2d^3r+\frac1{a_0}\int\hat{\mathbf r}\cdot\nabla(\psi^2)\,d^3r+\frac1{a_0^2}.$$

In the middle term we integrate by parts. The divergence of $\hat{\mathbf r}$ is $2/r$, and the surface terms vanish both at infinity and on a small sphere around the origin, whose area shrinks to zero. The middle term is therefore $-(2/a_0)\langle 1/r\rangle$. Multiplication by $\hbar^2/(2m)$, with $\hbar^2/(ma_0)=e^2$, gives

$$\frac{\hbar^2}{2m}\int\left|\nabla\psi+\frac{\hat{\mathbf r}}{a_0}\psi\right|^2d^3r=\langle T\rangle+\langle V\rangle+\frac{e^2}{2a_0}\ \ge 0. \tag{10}$$

No such trial function can have an energy below $-e^2/(2a_0)$. The same holds for a complex function $u+iv$ with real $u$ and $v$: since $|\psi|^2=u^2+v^2$ and $|\nabla\psi|^2=|\nabla u|^2+|\nabla v|^2$, its energy is an average of the energies of $u$ and $v$ weighted by their squared norms. Equality requires $\nabla\psi=-\hat{\mathbf r}\psi/a_0$, whose solution is $\psi\propto e^{-r/a_0}$. The kink of this function at the origin does no harm, since the small-sphere term still vanishes. It is also an eigenfunction:

$$\nabla^2e^{-r/a_0}=\left(\frac1{a_0^2}-\frac{2}{a_0r}\right)e^{-r/a_0},$$

and after multiplication by $-\hbar^2/(2m)$ the $1/r$ term becomes $+e^2/r$, which cancels the potential. The constant $-\hbar^2/(2ma_0^2)=-e^2/(2a_0)$ remains as the eigenvalue.

The Gaussian energy $-0.4244$ hartree thus lies above the exact $-0.5$ hartree, as it must. The error is 0.0756 hartree, or 2.06 eV, which is 15.1 % of the exact energy. "Exact" refers to the Hamiltonian stated at the start, which leaves out the motion of the proton and relativistic effects.

### Why the estimate gave the exact energy

The scaling estimate gave $-\tfrac12$ hartree, the exact value, while the careful calculation gave a poorer one. The coefficients in (1) explain this. The estimate used $A=\tfrac12$ and $B=1$. For the exponential shape $f=e^{-x}$ we have $|\nabla f|^2=f^2$, hence $A=\tfrac12$, and

$$B=\frac{\int_0^\infty x\,e^{-2x}dx}{\int_0^\infty x^2e^{-2x}dx}=\frac{1/4}{1/4}=1 .$$

The factors set to one happen to be those of the exact ground state. Nothing in the estimate guaranteed this, and its energy was not a variational bound, since no trial function had been specified.

For the Gaussian, (4) and (5) give $A=\tfrac32$ and $B=2\sqrt{2/\pi}$. Then $B^2/(4A)=(8/\pi)/6=4/(3\pi)$, in agreement with (8). The estimated exponent, 1 bohr$^{-2}$, is about 3.5 times too large for the Gaussian. Used in the actual trial function it would give the last row of the table, an energy of only $-0.0958$ hartree. The estimate is thus sound for orders of magnitude and for the virial ratio, but not for choosing an exponent.

### What the virial ratio does not show

The ratio $-2$ certifies that the scale is optimal for the given shape. It does not measure the quality of the shape. Numerical optimization of the scale for three shapes gives

| Shape $f(x)$ | $E$ (hartree) | $\langle V\rangle/\langle T\rangle$ |
|---|---|---|
| $e^{-x^2}$ | −0.4244 | −2.0000 |
| $1/\cosh x$ | −0.4808 | −2.0000 |
| $e^{-x}$ | −0.5000 | −2.0000 |

The energies differ and the ratios agree.

The mean radius gives another warning, for a different reason. For the Gaussian,

$$\langle r\rangle=4\pi N^2\int_0^\infty r^3e^{-2\alpha r^2}dr=\frac{\pi N^2}{2\alpha^2}=\sqrt{\frac{2}{\pi\alpha}},$$

which at $\alpha_0$ equals $\sqrt{9a_0^2/4}=\tfrac32a_0$. For the exact state,

$$\langle r\rangle=\frac{\int_0^\infty r^3e^{-2r/a_0}dr}{\int_0^\infty r^2e^{-2r/a_0}dr}=\frac{6\,(a_0/2)^4}{2\,(a_0/2)^3}=\frac32a_0 .$$

The two agree although the wave functions differ. Unlike the virial ratio, this agreement is not forced by the scaling. For $f(\eta\mathbf r)$ the substitution $\mathbf x=\eta\mathbf r$ gives $\langle r\rangle=C/\eta$ with $C=\int x f^2\,d^3x/\int f^2\,d^3x$, so by (2) the optimized value is $(2AC/B)\,a_0$, which depends on the shape. That it equals $\tfrac32a_0$ both for the Gaussian ($A=\tfrac32$, $B=2\sqrt{2/\pi}$, $C=\sqrt{2/\pi}$) and for the exponential ($A=\tfrac12$, $B=1$, $C=\tfrac32$) is a coincidence of these two shapes.

The density at the proton does reveal the difference. The Gaussian has $N^2=(2\alpha_0/\pi)^{3/2}=64/(27\pi^3a_0^3)$. The exact density there is $1/(\pi a_0^3)$, because $4\pi\int_0^\infty r^2e^{-2r/a_0}dr=\pi a_0^3$. The ratio is $64/(27\pi^2)=0.240$, so the Gaussian has about a quarter of the exact density at the proton.

### Where the energy error comes from

Equation (10) gives the energy error of any such trial function as an integral over space. For the Gaussian, $\nabla\psi=-2\alpha r\,\hat{\mathbf r}\,\psi$, so

$$E-\left(-\frac{e^2}{2a_0}\right)=\frac{\hbar^2}{2m}\left\langle\left(\frac1{a_0}-2\alpha r\right)^2\right\rangle .$$

The exact state has the constant logarithmic slope $-1/a_0$. That of the Gaussian is $-2\alpha r$: zero at the proton, where the exact function has a cusp, and too steep at large distance, where the Gaussian decays too fast. The two slopes agree at the single radius $r=1/(2\alpha_0a_0)$, about $1.8\,a_0$, and both sides of it contribute to the error.

The average can be checked term by term. The kinetic-energy calculation showed that $\langle4\alpha^2r^2\rangle=3\alpha$, and $\langle r\rangle=\tfrac32a_0$ at the optimum. In atomic units the error is therefore

$$\tfrac12\left(1-4\alpha_0\cdot\tfrac32+3\alpha_0\right)=\tfrac12(1-3\alpha_0)=\tfrac12(1-0.8488)=0.0756\ \text{hartree},$$

the value found above. The missing cusp alone does not fix the size of the error. The shape $1/\cosh x$ also has zero slope at the proton, yet its error is only 0.0192 hartree. The form of the far tail does not fix the error either: a sum of two Gaussians with optimized exponents and coefficients has no cusp and a Gaussian tail, and its error is 0.0142 hartree. By (10), what counts is how closely the logarithmic slope follows $-1/a_0$ where the density is appreciable.

The numerical check checks the energy formulas by quadrature, the minimum by numerical search, and the powers of $\hbar$, $m$ and $e$ by a search with other values of these constants.

## Values computed for the example and the checks

```
Energies against exponent (alpha in bohr^-2, energies in hartree)
   alpha       T         V         E       V/T
  0.1000    0.1500   -0.5046   -0.3546   -3.3642
  0.2000    0.3000   -0.7136   -0.4136   -2.3788
  0.2829    0.4244   -0.8488   -0.4244   -2.0000
  0.5000    0.7500   -1.1284   -0.3784   -1.5045
  1.0000    1.5000   -1.5958   -0.0958   -1.0638
Optimal exponent, formula:   0.282942 bohr^-2
Optimal exponent, numerical: 0.282942 bohr^-2
Optimal exponent: 1.0104 angstrom^-2
Optimal eta = sqrt(alpha): 0.531923 bohr^-1
Minimum energy, formula:   -0.424413 hartree
Minimum energy, numerical: -0.424413 hartree
Minimum energy: -11.549 eV
T at minimum, integral code: 0.424413 hartree
V at minimum, integral code: -0.848826 hartree
V/T at minimum, integral code: -2.000000
T at minimum from Laplacian: 0.42441 hartree
Exact energy of the model: -0.5000 hartree
Energy error: 0.0756 hartree = 2.057 eV
Energy error relative to exact: 15.1 %
Optimized shapes: eta (bohr^-1), E (hartree), V/T
  Gaussian     0.5319 -0.4244 -2.0000
  sech         1.1410 -0.4808 -2.0000
  exponential  1.0000 -0.5000 -2.0000
Mean radius, Gaussian: 1.5000 bohr
Mean radius, exact:    1.5000 bohr
Density at nucleus, Gaussian: 0.0764 bohr^-3
Density at nucleus, exact:    0.3183 bohr^-3
Density ratio at nucleus: 0.2402
```
